Direct neutral flux at the floor of a deep trench and hole

**Question**

I am stuck on an exercise about neutral transport in plasma etching. A long trench is 100 nm wide and 1000 nm deep. A circular hole has a diameter of 100 nm and the same depth, so both have aspect ratio 10. The gas above the wafer is isotropic. I have to find the flux of neutrals that reach the centre of the floor without touching a wall, as a fraction of the flux on an open flat surface. The answers are supposed to be near 0.050 for the trench and 0.0025 for the hole.

My idea was that an isotropic gas sends neutrals equally from all directions, so the fraction should be the solid angle of the opening, seen from the floor centre, divided by the 2π of the full hemisphere. That gives me 0.0318 for the trench and 0.00125 for the hole. Both are too small, and not even by the same factor. What have I left out? Why does the hole get so much less than the trench when the aspect ratio is the same? And how long must the trench be to count as "long"?

**Answer**

Your solid angles are right. What is missing is that a flux is not a count of directions: from equal small solid angles, fewer neutrals cross a horizontal surface per unit time at a slant than vertically. This changes the open-surface flux, by which you divide, as well as the flux on the floor.

**Flux from an isotropic gas**

Let the gas above the wafer have number density n and mean speed v̄, be at rest as a whole, and be uniform over the opening. Isotropy means that the fraction of neutrals moving within a small solid angle dΩ is dΩ/4π, whatever their speed.

Take a horizontal patch of area dS and neutrals of speed v whose path makes an angle θ with the vertical. Those that cross the patch in a time dt fill a slanted cylinder of base dS and slant length v dt. Its height is v dt cos θ, so its volume is v dt cos θ dS. Multiplying by the density, averaging over speed, and dividing by dS dt gives the flux from dΩ:

dΓ = (n v̄/4π) cos θ dΩ

On an open surface neutrals arrive from the whole upper hemisphere, for which

∫ cos θ dΩ = 2π ∫₀^(π/2) sin θ cos θ dθ = 2π · ½ = π

The open-surface flux is therefore Γ₀ = n v̄/4.

Now go down to the floor. Assume that neutrals do not collide inside the feature. A patch dS′ of the opening, at distance r from the floor centre, sends neutrals towards a small floor patch dS. Seen from the opening, the floor patch subtends the solid angle cos θ dS/r². The number arriving per unit time is

(n v̄/4π) cos θ′ dS′ · (cos θ dS/r²)

where θ′ is the angle to the vertical at the opening. Divide by dS and note that cos θ′ dS′/r² is the solid angle dΩ of the opening patch seen from the floor. The result is again (n v̄/4π) cos θ dΩ. The floor thus receives the same flux per solid angle as an open surface, but from the visible directions alone. Dividing by Γ₀ gives the fraction

T = (1/π) ∫_visible cos θ dΩ

The mean speed has cancelled, and with it the temperature and the mass of the neutral. What remains is geometry.

**Which directions are visible**

Let w be the trench width or hole diameter, d the depth, and A = d/w the aspect ratio. The walls are vertical. Both features are convex, so a straight line from the floor centre to any point of the opening stays inside and meets no wall. The rim alone sets the limit. In the cross-section it is a distance w/2 to the side and d above, so

tan θm = (w/2)/d = 1/(2A)

From sin θm = tan θm/√(1 + tan² θm), after multiplying numerator and denominator by 2A,

sin θm = 1/√(1 + 4A²)

For A = 10 the limiting angle is θm = 2.862°.

**The hole**

The visible directions form a cone of half-angle θm about the vertical:

T_hole = (1/π) · 2π ∫₀^θm sin θ cos θ dθ = 2 · ½ sin² θm = sin² θm

T_hole = 1/(1 + 4A²)

**The trench**

Put x across the trench, y along it and z upward. First let the trench be infinitely long. Let β be the angle between a direction and the y axis, and φ the angle from the vertical after projection onto the cross-section. The unit vector towards the source is

u = (sin β sin φ, cos β, sin β cos φ)

Its z component is cos θ = sin β cos φ. Since β is a polar angle about the y axis, dΩ = sin β dβ dφ. A direction is visible when |u_x/u_z| = |tan φ| is less than tan θm, that is, when φ lies between −θm and θm. The angle β is free to run from 0 to π. The integral splits into two factors:

T_trench = (1/π) ∫₀^π sin² β dβ · ∫_(−θm)^(θm) cos φ dφ

The first is π/2 and the second is 2 sin θm, so

T_trench = (1/π)(π/2)(2 sin θm) = sin θm

T_trench = 1/√(1 + 4A²)

**Your numbers**

With A = 1000 nm/100 nm = 10, we have 1 + 4A² = 401 and √401 = 20.025. Therefore

T_trench = 1/20.025 = 0.0499

T_hole = 1/401 = 0.00249

These are the expected 0.050 and 0.0025. If the open-surface flux is chosen as 1.00 × 10²² m⁻² s⁻¹, the direct flux is 4.99 × 10²⁰ m⁻² s⁻¹ at the trench floor and 2.49 × 10¹⁹ m⁻² s⁻¹ at the hole floor. As a separate check, three million velocities were drawn from a Maxwell distribution and traced back from the floor centre to the opening plane. They give 0.04996 ± 0.00018 and 0.00246 ± 0.00004, in agreement with the formulas within one standard error.

**Why your two factors differ**

For the hole, the solid angle divided by 2π is

(1/2π) · 2π ∫₀^θm sin θ dθ = 1 − cos θm = 0.00125

The correct fraction divided by this one is

sin² θm/(1 − cos θm) = 1 + cos θm = 1.9988

It may seem odd that the cosine matters when it is almost 1 throughout the narrow cone. The reason lies in the normalization. Averaged over the full hemisphere, cos θ is π/2π = ½. A near-vertical direction therefore carries about twice the flux of an average one.

For the trench, ∫₀^π sin β dβ = 2 and the range of φ is 2θm, so the solid angle is 4θm. Divided by 2π this gives

2θm/π = 2 × 2.8624°/180° = 0.0318

which is your value. The correct fraction is larger by the factor

sin θm/(2θm/π) = (π/2)(sin θm/θm) = 1.570

The factor is smaller than for the hole because the trench also admits directions that lean far over along its length. Their cosines are small. For a narrow trench the mean of cos θ over the visible solid angle is (π/2)/2 = π/4, and dividing by the hemisphere average ½ gives π/2.

**Why the hole gets so much less**

The two results obey T_hole = T_trench² at equal aspect ratio. A picture shows where the square comes from. Project each direction u onto the floor plane, keeping (u_x, u_y). A patch dΩ of the unit sphere is tilted by θ against that plane, so its projected area is cos θ dΩ, which is the flux weight. The hemisphere becomes a disc of radius 1 and area π, and T is the fraction of this disc covered by visible directions.

For the hole, the visible part is a smaller disc of radius sin θm, with area π sin² θm. For the trench the condition is u_x² < u_z² tan² θm, with u_z² = 1 − u_x² − u_y². Collecting the u_x² terms gives

u_x² (1 + tan² θm)/tan² θm + u_y² < 1

and, because tan² θm/(1 + tan² θm) = sin² θm,

u_x²/sin² θm + u_y² < 1

This is an ellipse with semi-axes sin θm and 1, of area π sin θm. The trench squeezes the disc in one direction, the hole in two. Each squeeze costs a factor sin θm, which here is about 1/20. That is why the trench floor receives 20 times the direct flux of the hole floor.

**Shallow and deep limits**

As A goes to zero, both fractions go to 1, as they must for an open surface. For large A,

T_trench ≈ 1/(2A), T_hole ≈ 1/(4A²)

At A = 10 these simple forms give 0.0500 and 0.00250. They exceed the full formulas by 0.125 % and 0.25 %, relative to the full values. The size of these errors follows from √(1 + 1/(4A²)) ≈ 1 + 1/(8A²) for the trench and from 1 + 1/(4A²) for the hole.

Deepening a feature at fixed width therefore acts very differently in the two shapes. From A = 10 to A = 20 the trench fraction falls from 0.0499 to 0.0250, about a half, while the hole fraction falls from 0.00249 to 0.00062, about a quarter. At A = 1 the contrast is mild: 0.447 against 0.200.

**How long is a long trench?**

For a trench of finite length L, integrate over the opening instead of over angles. There cos θ = cos θ′ = d/r, so an area dS′ contributes

dT = cos θ cos θ′ dS′/(π r²) = d² dS′/(π r⁴)

In a narrow trench x is small compared with d, so r² ≈ d² + y², and integrating over x gives a factor w:

T(L) ≈ (w d²/π) ∫_(−L/2)^(L/2) dy/(d² + y²)²

Substitute y = d tan α. Then dy = d dα/cos² α and d² + y² = d²/cos² α, so the integrand becomes cos² α dα/d³. With tan α₀ = L/(2d),

T(L) ≈ (w/πd) ∫_(−α₀)^(α₀) cos² α dα = (w/πd)(α₀ + sin α₀ cos α₀)

For infinite length α₀ = π/2, and this becomes w/(2d) = 1/(2A), as it should. The ratio to the infinite trench is

T(L)/T(∞) ≈ (2/π)(α₀ + sin α₀ cos α₀)

For L = 2d, α₀ = π/4 and the ratio is (2/π)(π/4 + ½) = ½ + 1/π ≈ 0.818. The full two-dimensional integral also gives 0.818, or a fraction of 0.0409 in place of 0.0499. Such a trench is 2000 nm long, 20 times its width, and it still loses 18 % of the direct flux of an infinite one. For L = 10d the ratio is 0.997. The length has to be large compared with the depth; being large compared with the width is not enough.

**Does the exact spot on the floor matter?**

In the infinite trench it hardly does. Away from the centre the two rims are seen at different angles θ₁ and θ₂ from the vertical, and the φ integral gives

T = ½ (sin θ₁ + sin θ₂)

Next to a wall, one angle tends to zero and the other has tangent w/d = 1/A. Then T = 1/(2√(1 + A²)), which for large A is again 1/(2A). The centre value is close to 1/(2A) times 1 − 1/(8A²), and the edge value to 1/(2A) times 1 − 1/(2A²). They differ by about 3/(8A²) of the centre value, or 0.4 % at A = 10. In a shallow trench the difference is larger.

**What the result leaves out**

Collisions inside the feature were neglected. To see what this costs, choose a mean free path λ = 10⁶ nm. A direct neutral travels r = d/cos θ through the trench. Averaged over the arriving flux, the cosine in the weight cancels the one in r, which leaves d times the solid angle 4θm divided by π sin θm:

⟨r⟩ = (4/π)(θm/sin θm) d ≈ 1.27 d

When λ is much longer than the path, the chance of a collision is about ⟨r⟩/λ = 1.27 × 1000/10⁶ = 0.127 %. The integral with the full exponential survival law gives the same figure. This is the share of direct neutrals that collide on the way, not the net change of flux, since a collision can also send other neutrals to the floor. If λ is comparable with d, the straight-line picture fails.

The more serious restriction is the word "direct". A neutral that strikes a sidewall may stick, react or leave again, and some of those that leave reach the floor. Such arrivals add to the flux and cannot reduce it, so the direct fractions 0.0499 and 0.00249 are lower bounds on the total neutral flux at the floor centre in this collisionless model. They are the total flux if every wall hit removes the neutral. If the walls re-emit most of what strikes them, you need a transport calculation that follows the later flights too.

Finally, the formulas rest on an isotropic source. They do not apply to ions that a sheath has accelerated towards the wafer, because those arrive in a narrow range of angles about the vertical. The numerical output below lists the main values used here.

Computed values

```
Width or diameter: 100 nm
Depth: 1000 nm
Aspect ratio: 10.0
Mean free path: 1.0e+06 nm
Open-surface flux: 1.00e+22 m^-2 s^-1
Limiting angle: 2.8624 degrees
Trench fraction, formula: 0.049938
Hole fraction, formula: 0.0024938
Trench fraction, quadrature: 0.049938
Hole fraction, quadrature: 0.0024938
Number of sampled velocities: 3000000
Trench, sampled: 0.04996 +/- 0.00018
Hole, sampled: 0.002462 +/- 0.000044
Trench-to-hole flux ratio: 20.025
Direct flux, trench: 4.994e+20 m^-2 s^-1
Direct flux, hole: 2.494e+19 m^-2 s^-1
Excess of 1/(2A) over trench value: 0.125 %
Excess of 1/(4A^2) over hole value: 0.250 %
Trench solid-angle fraction: 0.03180
Hole solid-angle fraction: 0.001248
Trench flux / solid-angle fraction: 1.5701
Hole flux / solid-angle fraction: 1.9988
Trench of length 2 depths, fraction: 0.04086
Trench of length 10 depths, fraction: 0.04978
Length 2 depths / infinite: 0.8182
Length 10 depths / infinite: 0.9968
Direct neutrals colliding in trench: 0.127 %
Quadrature table: aspect ratio, trench, hole fractions
  A =  1.0: 0.447214  0.2000000
  A =  5.0: 0.099504  0.0099010
  A = 10.0: 0.049938  0.0024938
  A = 20.0: 0.024992  0.0006246
```
